# The Breit gauge term as a double commutator with r12: a program that tests the result

```python
# Result under test: the gauge term of the Breit operator,
#   G = (1/2) [ alpha1.alpha2/r12 - (alpha1.R)(alpha2.R)/r12^3 ],  R = r1 - r2,
# equals [h1,[h2,r12]]/(2 c^2) for Dirac Hamiltonians h = c alpha.p + beta c^2 + V
# with local V, so that for eigenfunctions of h
#   <ab|G|cd> = (e_a - e_c)(e_b - e_d) <ab|r12|cd> / (2 c^2).
# Electron 1 goes from c to a, electron 2 from d to b.  Hartree atomic units.
# Orbitals: (P Omega_kappa, i Q Omega_-kappa)/r in the field of a point charge.
import numpy as np
import sympy as sp
from numpy.polynomial.chebyshev import chebvander
from scipy.constants import fine_structure, physical_constants

C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]
Z = 50.0

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
alpha = np.array([np.kron(np.array([[0, 1], [1, 0]]), s) for s in sigma])


# ---- operator identity, by differentiating a 16-component trial function ----
def check_operator_identity():
    X = sp.symbols("x1:4", real=True)
    Y = sp.symbols("y1:4", real=True)
    light = 3  # any value of c must do
    al = [sp.Matrix(4, 4, lambda i, j: int(m[i, j].real)
                    + sp.I * int(m[i, j].imag)) for m in alpha]
    beta = sp.diag(1, 1, -1, -1)
    dist = sp.sqrt(sum((p - q)**2 for p, q in zip(X, Y)))

    def potential(p):  # local and not central
        return -5 / sp.sqrt(p[0]**2 + p[1]**2 + p[2]**2) + p[0] * p[1]

    def h1(f):
        out = light**2 * beta * f + potential(X) * f
        for k in range(3):
            out += -sp.I * light * al[k] * f.diff(X[k])
        return out

    def h2(f):
        out = light**2 * f * beta + potential(Y) * f
        for k in range(3):
            out += -sp.I * light * f.diff(Y[k]) * al[k].T
        return out

    def inner(f):
        return h2(dist * f) - dist * h2(f)

    trial = sp.Matrix(4, 4, lambda i, j: 1 + (i + 1) * X[0] * Y[1]
                      + (j + 2) * X[2]**2 + i * j * Y[0]
                      + sp.I * (i - 2 * j) * X[1] * Y[2])
    double = h1(inner(trial)) - inner(h1(trial))
    point = [0.4, -0.7, 1.1, -0.3, 0.5, 0.2]
    left = np.array(sp.lambdify(X + Y, double, "numpy")(*point), dtype=complex)
    psi = np.array(sp.lambdify(X + Y, trial, "numpy")(*point), dtype=complex)
    vec = np.array(point[:3]) - np.array(point[3:])
    length = np.linalg.norm(vec)
    tensor = np.eye(3) / length - np.outer(vec, vec) / length**3
    right = 0.5 * np.einsum("ij,iab,bc,jdc->ad", tensor, alpha, psi, alpha)
    error = np.max(np.abs(left / (2 * light**2) - right))
    size = np.max(np.abs(right))
    assert size > 0.1 and error < 1e-10 * size
    return error / size


# ---- quadrature grids ----
def gauss01(n):
    nodes, weights = np.polynomial.legendre.leggauss(n)
    return 0.5 * (nodes + 1), 0.5 * weights


y, wy = gauss01(100)
R_MAX = 50.0 / Z
r_grid, r_weight = R_MAX * y**2, 2 * R_MAX * y * wy     # larger radius
s, ws = gauss01(60)
u_grid, u_weight = s**2, 2 * s * ws                    # smaller/larger radius
t_grid, t_weight = gauss01(80)                         # logarithmic in r12


# ---- Dirac orbitals from the power-series equations ----
class Orbital:
    def __init__(self, n, kappa, m, charge=Z):
        self.kappa, self.m = kappa, m
        nr = n - abs(kappa)
        self.gamma = np.sqrt(kappa**2 - (charge / C)**2)
        total = C**2 / np.sqrt(1 + (charge / C / (nr + self.gamma))**2)
        self.energy = total - C**2
        self.decay = np.sqrt((C**2 - total) * (C**2 + total)) / C
        size = nr + 1
        eqs = np.zeros((2 * (nr + 2), 2 * size))
        for k in range(nr + 2):
            if k < size:
                eqs[2*k, k] += C * (self.gamma + k + kappa)
                eqs[2*k, size + k] -= charge
                eqs[2*k + 1, size + k] -= C * (self.gamma + k - kappa)
                eqs[2*k + 1, k] -= charge
            if k > 0:
                eqs[2*k, k - 1] -= C * self.decay
                eqs[2*k, size + k - 1] -= total + C**2
                eqs[2*k + 1, size + k - 1] += C * self.decay
                eqs[2*k + 1, k - 1] += C**2 - total
        _, sing, vh = np.linalg.svd(eqs)
        assert sing[-1] < 1e-10 * sing[0]  # the Dirac equation is solved
        self.p, self.q = vh[-1][:size], vh[-1][size:]
        P, Q = self.radial(r_grid)
        norm = np.sqrt(np.sum(r_weight * (P**2 + Q**2)))
        self.p, self.q = self.p / norm, self.q / norm

    def radial(self, r):
        shape = r**self.gamma * np.exp(-self.decay * r)
        P = shape * sum(a * r**k for k, a in enumerate(self.p))
        Q = shape * sum(a * r**k for k, a in enumerate(self.q))
        return P, Q


def spinor(kappa, m, n):
    """Spherical spinor at unit vectors n, shape (2, number of points)."""
    if kappa > 0:
        return -np.einsum("iab,in,bn->an", sigma, n, spinor(-kappa, m, n))
    one = np.ones(n.shape[1], dtype=complex)
    if kappa == -1:
        up, down = (one, 0 * one) if m > 0 else (0 * one, one)
        return np.array([up, down]) / np.sqrt(4 * np.pi)
    assert kappa == -2 and abs(m) == 0.5
    harmonics = {0: np.sqrt(3 / (4 * np.pi)) * n[2] * one,
                 1: -np.sqrt(3 / (8 * np.pi)) * (n[0] + 1j * n[1]),
                 -1: np.sqrt(3 / (8 * np.pi)) * (n[0] - 1j * n[1])}
    return np.array([np.sqrt((1.5 + m) / 3) * harmonics[int(m - 0.5)],
                     np.sqrt((1.5 - m) / 3) * harmonics[int(m + 0.5)]])


def angular_density(bra, ket, n, current):
    ub, lb = [spinor(k, bra.m, n).conj() for k in (bra.kappa, -bra.kappa)]
    uk, lk = [spinor(k, ket.m, n) for k in (ket.kappa, -ket.kappa)]
    if current:
        return np.array([1j * np.einsum("an,iab,bn->in", ub, sigma, lk),
                         -1j * np.einsum("an,iab,bn->in", lb, sigma, uk)])
    return np.array([np.sum(ub * uk, axis=0), np.sum(lb * lk, axis=0)])


def radial_density(bra, ket, r, current):
    Pb, Qb = bra.radial(r)
    Pk, Qk = ket.radial(r)
    return np.array([Pb * Qk, Qb * Pk] if current else [Pb * Pk, Qb * Qk])


# ---- joint rotations of both position vectors ----
def make_rotations():
    angles = 2 * np.pi * np.arange(12) / 12
    cb, wb = np.polynomial.legendre.leggauss(8)
    mats, weights = [], []
    for a in angles:
        ra = np.array([[np.cos(a), -np.sin(a), 0], [np.sin(a), np.cos(a), 0],
                       [0, 0, 1]])
        for cosb, w in zip(cb, wb):
            sinb = np.sqrt(1 - cosb**2)
            rb = np.array([[cosb, 0, sinb], [0, 1, 0], [-sinb, 0, cosb]])
            for g in angles:
                rg = np.array([[np.cos(g), -np.sin(g), 0],
                               [np.sin(g), np.cos(g), 0], [0, 0, 1]])
                mats.append(ra @ rb @ rg)
                weights.append(w / 2 / 144)
    return np.array(mats), np.array(weights)


ROT, ROT_W = make_rotations()
X_NODES = np.polynomial.legendre.leggauss(12)[0]


def rotation_averages(a, b, c, d, current):
    """Chebyshev coefficients in x = cos(angle between r1 and r2)."""
    values = []
    for x in X_NODES:
        n1 = ROT[:, :, 2].T
        n2 = (ROT @ np.array([np.sqrt(1 - x**2), 0, x])).T
        v1 = angular_density(a, c, n1, current)
        v2 = angular_density(b, d, n2, current)
        if current:
            rows = [np.einsum("pin,qin->pqn", v1, v2) @ ROT_W]
            for na in (n1, n2):
                for nb in (n1, n2):
                    f1 = np.einsum("pin,in->pn", v1, na)
                    f2 = np.einsum("qin,in->qn", v2, nb)
                    rows.append((f1 * ROT_W) @ f2.T)
        else:
            rows = [(v1 * ROT_W) @ v2.T]
        values.append(rows)
    values = np.array(values)
    flat = np.linalg.solve(chebvander(X_NODES, 11).astype(complex),
                           values.reshape(12, -1))
    return flat.reshape(values.shape)


def element(a, b, c, d, operator, factor=None):
    """<ab|operator|cd> by quadrature; factor(r) multiplies both densities."""
    current = operator in ("gaunt", "gauge")
    coef = rotation_averages(a, b, c, d, current)
    u = u_grid[:, None]
    log_range = np.log((1 + u) / (1 - u))
    dist = (1 - u) * np.exp(log_range * t_grid)
    x = (1 + u**2 - dist**2) / (2 * u)
    ang = np.tensordot(chebvander(x, 11), coef, axes=(2, 0))
    measure = 8 * np.pi**2 * dist**2 * log_range * t_weight / u
    power = {"unit": 0, "r12": 1, "gaunt": -1, "gauge": -1}[operator]
    total = 0.0
    for first_is_larger in (True, False):
        q1, q2 = (1 + 0 * u, u) if first_is_larger else (u, 1 + 0 * u)
        e1, e2, D = q1[..., None, None], q2[..., None, None], dist[..., None, None]
        dot = ang[:, :, 0]
        if operator == "gauge":
            along = (e1**2 * ang[:, :, 1] - e1 * e2 * (ang[:, :, 2] + ang[:, :, 3])
                     + e2**2 * ang[:, :, 4])
            kernel = 0.5 * (dot / D - along / D**3)
        elif operator == "gaunt":
            kernel = -dot / D
        else:
            kernel = dot * D**power
        kern_u = np.einsum("ut,utpq->upq", measure, kernel)
        r1, r2 = q1 * r_grid, q2 * r_grid
        f1 = radial_density(a, c, r1, current)
        f2 = radial_density(b, d, r2, current)
        if factor is not None:
            f1, f2 = f1 * factor(r1), f2 * factor(r2)
        pair = np.einsum("pur,qur,r->upq", f1, f2,
                         r_weight * r_grid**(1 + power))
        total += np.einsum("upq,upq,u->", pair, kern_u, u_weight)
    assert abs(total.imag) < 1e-9 * (1 + abs(total.real))
    return total.real


def product_formula(a, b, c, d, r12_element):
    return ((a.energy - c.energy) * (b.energy - d.energy)
            * r12_element / (2 * C**2))


# ---- tests and worked example ----
residual = check_operator_identity()
print(f"operator identity, relative residual = {residual:.1e}")
print(f"speed of light c = {C:.6f} a.u.; nuclear charge Z = {Z:.0f}")

s1, s1d = Orbital(1, -1, 0.5), Orbital(1, -1, -0.5)
s2 = Orbital(2, -1, 0.5)
p1 = Orbital(2, 1, 0.5)
p3, p3d = Orbital(2, -2, 0.5), Orbital(2, -2, -0.5)
for name, orb in (("1s", s1), ("2s", s2), ("2p1/2", p1), ("2p3/2", p3)):
    print(f"orbital energy {name} (rest energy removed) = {orb.energy:.6f} hartree")

for orb in (s2, p1, p3):
    assert abs(element(s1, orb, s1, orb, "unit") - 1) < 1e-8
    assert abs(element(s1, orb, orb, s1, "unit")) < 1e-8

print("m = +1/2 unless marked (-), which means m = -1/2")
cases = [("<1s 2s|..|2s 1s>", (s1, s2, s2, s1)),
         ("<1s 2p1/2|..|2p1/2 1s>", (s1, p1, p1, s1)),
         ("<1s 2p3/2|..|2p3/2 1s>", (s1, p3, p3, s1)),
         ("<1s 1s(-)|..|2p1/2 2p3/2(-)>", (s1, s1d, p1, p3d))]
gauge_values = {}
for name, orbs in cases:
    a, b, c, d = orbs
    r12 = element(*orbs, "r12")
    direct = element(*orbs, "gauge")
    formula = product_formula(*orbs, r12)
    gaunt = element(*orbs, "gaunt")
    assert abs(direct) > 1e-5
    assert abs(direct - formula) < 1e-7 * abs(direct)
    gauge_values[name] = direct
    print(name)
    print(f"  energy differences = {a.energy - c.energy:.6f},"
          f" {b.energy - d.energy:.6f} hartree")
    print(f"  r12 element = {r12:.9f} bohr")
    print(f"  gauge term, quadrature = {direct:.9f} hartree")
    print(f"  gauge term, product formula = {formula:.9f} hartree")
    print(f"  Gaunt term = {gaunt:.9f} hartree")

print("elements that must vanish")
zeros = [("<1s 2p3/2|..|1s 2p3/2>", (s1, p3, s1, p3)),
         ("<1s 1s(-)|..|1s(-) 1s>", (s1, s1d, s1d, s1)),
         ("<2s 2p1/2|..|2p1/2 2s>", (s2, p1, p1, s2))]
for name, orbs in zeros:
    direct, gaunt = element(*orbs, "gauge"), element(*orbs, "gaunt")
    assert abs(gaunt) > 1e-5 and abs(direct) < 1e-7 * abs(gaunt)
    print(f"{name}: |gauge| = {abs(direct):.0e}, Gaunt = {gaunt:.6f} hartree")

# first-order Breit energy of the determinant 1s(+1/2) 2p1/2(+1/2)
gaunt_dir = element(s1, p1, s1, p1, "gaunt")
gaunt_exc = element(s1, p1, p1, s1, "gaunt")
gauge_dir = element(s1, p1, s1, p1, "gauge")
gauge_exc = element(s1, p1, p1, s1, "gauge")
assert abs(gauge_dir) < 1e-7 * abs(gaunt_dir)
gaunt_energy, gauge_energy = gaunt_dir - gaunt_exc, gauge_dir - gauge_exc
print("determinant 1s 2p1/2, both m = +1/2")
print(f"  Gaunt direct element = {gaunt_dir:.6f} hartree")
print(f"  Gaunt energy = {gaunt_energy:.6f} hartree = {gaunt_energy * EV:.4f} eV")
print(f"  gauge energy = {gauge_energy:.6f} hartree = {gauge_energy * EV:.4f} eV")
breit = gaunt_energy + gauge_energy
print(f"  Breit energy = {breit:.6f} hartree = {breit * EV:.4f} eV")

# potential that depends on angular momentum: p1/2 sees a smaller charge
Z_P = 40.0
pn = Orbital(2, 1, 0.5, charge=Z_P)
gap = s1.energy - pn.energy
direct = element(s1, pn, pn, s1, "gauge")
naive = product_formula(s1, pn, pn, s1, element(s1, pn, pn, s1, "r12"))
cured = -element(s1, pn, pn, s1, "r12",
                 factor=lambda r: gap + (Z - Z_P) / r) / (2 * C**2)
assert abs(direct - cured) < 1e-6 * abs(direct)
assert abs(direct - naive) > 1e-2 * abs(direct)
print(f"nonlocal potential: s sees charge {Z:.0f}, p1/2 sees charge {Z_P:.0f}")
print(f"  2p1/2 energy = {pn.energy:.6f} hartree")
print(f"  exchange gauge term, quadrature = {direct:.9f} hartree")
print(f"  simple product formula = {naive:.9f} hartree")
print(f"  formula with commutator of K = {cured:.9f} hartree")
print(f"  simple formula / quadrature = {naive / direct:.6f}")

print("every check passed")
```

Running it gives:

```
operator identity, relative residual = 6.9e-15
speed of light c = 137.035999 a.u.; nuclear charge Z = 50
orbital energy 1s (rest energy removed) = -1294.626149 hartree
orbital energy 2s (rest energy removed) = -326.494804 hartree
orbital energy 2p1/2 (rest energy removed) = -326.494804 hartree
orbital energy 2p3/2 (rest energy removed) = -315.144355 hartree
m = +1/2 unless marked (-), which means m = -1/2
<1s 2s|..|2s 1s>
  energy differences = -968.131345, 968.131345 hartree
  r12 element = -0.000938724 bohr
  gauge term, quadrature = 0.023426482 hartree
  gauge term, product formula = 0.023426482 hartree
  Gaunt term = -0.081741387 hartree
<1s 2p1/2|..|2p1/2 1s>
  energy differences = -968.131345, 968.131345 hartree
  r12 element = -0.000854039 bohr
  gauge term, quadrature = 0.021313122 hartree
  gauge term, product formula = 0.021313122 hartree
  Gaunt term = -0.142486212 hartree
<1s 2p3/2|..|2p3/2 1s>
  energy differences = -979.481794, 979.481794 hartree
  r12 element = -0.001677582 bohr
  gauge term, quadrature = 0.042852604 hartree
  gauge term, product formula = 0.042852604 hartree
  Gaunt term = -0.136870057 hartree
<1s 1s(-)|..|2p1/2 2p3/2(-)>
  energy differences = -968.131345, -979.481794 hartree
  r12 element = -0.001196913 bohr
  gauge term, quadrature = -0.030219972 hartree
  gauge term, product formula = -0.030219972 hartree
  Gaunt term = 0.110059334 hartree
elements that must vanish
<1s 2p3/2|..|1s 2p3/2>: |gauge| = 1e-16, Gaunt = -0.029045 hartree
<1s 1s(-)|..|1s(-) 1s>: |gauge| = 3e-15, Gaunt = -1.156891 hartree
<2s 2p1/2|..|2p1/2 2s>: |gauge| = 4e-17, Gaunt = -0.007321 hartree
determinant 1s 2p1/2, both m = +1/2
  Gaunt direct element = -0.101320 hartree
  Gaunt energy = 0.041166 hartree = 1.1202 eV
  gauge energy = -0.021313 hartree = -0.5800 eV
  Breit energy = 0.019853 hartree = 0.5402 eV
nonlocal potential: s sees charge 50, p1/2 sees charge 40
  2p1/2 energy = -205.577127 hartree
  exchange gauge term, quadrature = 0.010622430 hartree
  simple product formula = 0.015936999 hartree
  formula with commutator of K = 0.010622430 hartree
  simple formula / quadrature = 1.500316
every check passed
```
